# Monopole screening, photon mass and area law in compact three-dimensional QED

Compact U(1) gauge theory in three Euclidean dimensions has an angle \(\theta_\ell\) on every link of a cubic lattice of spacing \(a\), and no charged matter. Units are \(\hbar=c=1\), so \(e^2\) has the dimension of mass. The classical continuum action is \(\frac{1}{4e^2}\int d^3x\,F_{\mu\nu}F_{\mu\nu}\). A plaquette angle is \(\theta_p\simeq a^2F_{\mu\nu}\), so this action becomes \(\frac{\beta}{2}\sum_p\theta_p^2\) with \(\beta=1/(e^2a)\). Periodicity in \(\theta_p\) is imposed in the Villain form:
\[
Z=\int\prod_\ell d\theta_\ell\sum_{\{n_p\}}\exp\Big[-\frac{\beta}{2}\sum_pB_p^2\Big],\qquad B_p=\theta_p-2\pi n_p,\quad n_p\in\mathbb Z .
\]
Each plaquette is crossed by one link of the dual lattice, so \(B_p\) is also a vector field \(B_\mu(x)\), the flux along dual links. Lattice units \(a=1\) are used until the continuum is reached. \(\nabla\) is the lattice gradient or divergence, \(\Delta\) the lattice Laplacian and \(G=(-\Delta)^{-1}\), with \(G_0\) its value at the origin and \(G_1\) its value at a nearest neighbour. The regime is \(\beta\gg1\), and results are to leading semiclassical order.

## (a) Separate the photon from the monopoles

**Question.** What are the sources of \(B\), and what is their statistical weight?

**Solution.** In the outward sum of \(\theta_p\) over the six faces of a cube, every link appears twice with opposite signs. The angles cancel and the integers remain:
\[
\nabla\!\cdot B(x)=2\pi m(x),\qquad m(x)\in\mathbb Z .
\]
These are monopoles of flux \(2\pi m\).

Fix \(m\). On an open or infinite lattice, two integer fields \(n\) with the same \(m\) differ by the lattice curl of an integer link field \(l_\ell\); a periodic lattice has in addition three sectors of total flux, not treated here. The sum over \(l\) joins the integral over \(\theta\in(-\pi,\pi]\) into one over a real link field \(A=\theta-2\pi l\), up to a constant gauge volume. Hence \(B\) runs over all real fields with divergence \(2\pi m\):
\[
B=-\nabla\varphi+B^T,\qquad -\Delta\varphi=2\pi m,\qquad \nabla\!\cdot B^T=0 ,
\]
so \(\varphi=2\pi Gm\). Summation by parts removes the cross term, \(-\sum\nabla\varphi\cdot B^T=\sum\varphi\,\nabla\!\cdot B^T=0\), and gives \(\sum(\nabla\varphi)^2=\sum\varphi(-\Delta\varphi)=4\pi^2\,mGm\), where \(mGm=\sum_{x,y}m(x)G(x-y)m(y)\). Therefore
\[
Z=Z_{\rm photon}\sum_{\{m\}}\exp\big[-2\pi^2\beta\,mGm\big].
\]
The Gaussian field \(B^T\) is independent of \(m\). On a single open cube, \(-\Delta\) is the number 6 and \(G=1/6\); there the partition function, flux variance and Wilson loop from this formula agree with direct integration over the links. For two cubes sharing a face, the partition function from this formula agrees with direct integration over the face angles, and it disagrees if the interaction between the two charges is dropped.

## (b) Find which charges matter

**Question.** How rare is a monopole, and do tight neutral pairs compete with it?

**Solution.** One charge \(m=\pm1\) has \(mGm=G_0\), so its activity per site is
\[
\zeta=e^{-2\pi^2\beta G_0},\qquad G_0=0.2527 .
\]
A charge \(\pm2\) has weight \(\zeta^4\). For a neutral pair on neighbouring sites, \(mGm=2(G_0-G_1)\). The equation \(-\Delta G=\delta\) at the origin reads \(6G_0-6G_1=1\), so the pair has weight
\[
w=e^{-2\pi^2\beta/3}.
\]
Since \(1/3>0.2527\), \(w\ll\zeta\) at large \(\beta\): single monopoles dominate. Part (c) shows what the pairs do.

## (c) Turn the gas into a field theory

**Question.** Find a local field theory for the monopoles at distances much larger than \(a\).

**Solution.** Let \(\chi\) be a Gaussian field with action \(\frac K2\sum(\nabla\chi)^2\), so that \(\langle\chi\chi\rangle=G/K\) and
\[
\Big\langle e^{i\sum m\chi}\Big\rangle=\exp\Big[-\frac{1}{2K}mGm\Big].
\]
This is the monopole weight if \(1/(2K)=2\pi^2\beta\), that is,
\[
K=\frac{1}{4\pi^2\beta}.
\]
The sum over charges now factorizes over sites, each giving \(\sum_me^{im\chi}=1+2\cos\chi+\dots\). The cosine does not yet carry a small coefficient, because the self-energy sits in the fluctuations of \(\chi\).

Split \(\chi=\chi_s+\chi_f\) into modes below and above a momentum \(\Lambda\), and average over the fast part:
\[
\langle1+2\cos(\chi_s+\chi_f)\rangle_f=1+2\zeta_\Lambda\cos\chi_s,\qquad \zeta_\Lambda=e^{-\langle\chi_f^2\rangle/2}.
\]
The total variance is \(G_0/K=4\pi^2\beta G_0\). The slow modes contribute
\[
\langle\chi_s^2\rangle=\frac1K\int_{k<\Lambda}\frac{d^3k}{(2\pi)^3}\frac1{k^2}=\frac{\Lambda}{2\pi^2K}=2\beta\Lambda ,
\]
which is \(2\Lambda/e^2\) in physical units. Hence \(\zeta_\Lambda=\zeta e^{\Lambda/e^2}\), and \(\zeta_\Lambda\to\zeta\) for \(\Lambda\ll e^2\). The activity is now small, so \(1+2\zeta\cos\chi\simeq\exp(2\zeta\cos\chi)\).

Fast modes on neighbouring sites are correlated, which produces the neutral pairs of (b). A pair on one link contributes \(2w\cos(\nabla\chi)\simeq2w-w(\nabla\chi)^2\) to the exponent. Nearest-neighbour pairs therefore change \(K\) to \(K+2w\), a relative shift \(8\pi^2\beta w\) that vanishes exponentially. Pairs out to three lattice spacings enlarge this shift by about 6 % at \(\beta=4\), and by less at larger \(\beta\). Such pairs polarize but create no mass.

In the continuum \(\sum(\nabla\chi)^2\to a^{-1}\int d^3x\,(\partial\chi)^2\), so the stiffness becomes \(K=1/(4\pi^2\beta a)=e^2/(4\pi^2)\), the meaning of \(K\) from here on. The result is the sine-Gordon action
\[
S=\int d^3x\Big[\frac K2(\partial\chi)^2-\frac{2\zeta}{a^3}\cos\chi\Big].
\]

## (d) Derive Debye screening

**Question.** Find the screening mass \(M\) and the correlator of the monopole density \(\rho\).

**Solution.** To second order \(-\cos\chi\simeq-1+\chi^2/2\). Comparing \(\frac{2\zeta}{a^3}\frac{\chi^2}{2}\) with \(\frac K2M^2\chi^2\) gives
\[
M^2=\frac{2\zeta}{Ka^3}=\frac{8\pi^2\zeta}{e^2a^3},\qquad\text{or}\qquad M^2a^2=8\pi^2\beta\,\zeta .
\]

To obtain the correlator, insert \(e^{i\int\rho\lambda}\) with a weak source \(\lambda\). Each charge then carries \(e^{\pm i(\chi+\lambda)}\). Renaming \(\chi+\lambda\) as \(\chi\) moves the source into the gradient term, and for each Fourier mode the quadratic action is
\[
\frac K2\big[k^2|\chi-\lambda|^2+M^2|\chi|^2\big].
\]
Its minimum is at \(\chi=k^2\lambda/(k^2+M^2)\), where \(\chi-\lambda=-M^2\lambda/(k^2+M^2)\). The value there is
\[
\frac K2\,\frac{k^2M^4+M^2k^4}{(k^2+M^2)^2}|\lambda|^2=\frac K2\,\frac{M^2k^2}{k^2+M^2}|\lambda|^2 .
\]
A Gaussian average has the exponent \(-\frac12\langle\rho\rho\rangle|\lambda|^2\), so
\[
\langle\rho\rho\rangle(k)=\rho_0\frac{k^2}{k^2+M^2},\qquad \rho_0=KM^2=\frac{2\zeta}{a^3}.
\]
For \(M\ll k\ll1/a\) this is the correlator of independent particles of density \(\rho_0\); near the zone corner the neutral pairs of (b) add a relative \(12w/\zeta\), about 2 % at \(\beta=4\). For \(k\to0\) it vanishes: each monopole is surrounded by a cloud that cancels its charge.

The quadratic form requires small fluctuations of \(\chi\); part (i) gives the condition in three dimensions as \(8\pi N\gg1\), with \(N\) the number of monopoles per cubic screening length. In an exactly summed two-site gas, the deviation from the Debye formula, relative to that formula, falls from \(1.26\times10^{-3}\) to \(3.15\times10^{-4}\) when activity and stiffness both grow fourfold, that is, as \(1/K\) at fixed \(M\). This toy, with a bare activity of 50 to 200 per site, checks the Debye formula but not the three-dimensional condition: raising its activity alone also lowers the deviation, whereas in three dimensions that lowers \(N=K/M\) and enlarges the correction.

## (e) Find the mass of the photon

**Question.** What does the monopole plasma do to the correlator of the gauge flux?

**Solution.** In the continuum the photon part has action \(\frac1{2e^2}\int(B^T)^2\) and gives \(e^2(\delta_{\mu\nu}-k_\mu k_\nu/k^2)\). The monopole part obeys \(ik\cdot B=2\pi\rho\) and is parallel to \(k\), so \(B_\mu=-2\pi ik_\mu\rho/k^2\). Its correlator is
\[
\frac{4\pi^2k_\mu k_\nu}{k^4}\langle\rho\rho\rangle=e^2\frac{k_\mu k_\nu}{k^2}\frac{M^2}{k^2+M^2},
\]
because \(4\pi^2\rho_0=4\pi^2KM^2=e^2M^2\). The two parts are independent and add. With
\[
\frac1{k^2}-\frac{M^2}{k^2(k^2+M^2)}=\frac{1}{k^2+M^2},
\]
the sum is
\[
\langle B_\mu B_\nu\rangle(k)=e^2\Big[\delta_{\mu\nu}-\frac{k_\mu k_\nu}{k^2+M^2}\Big].
\]
The pole at \(k^2=0\) has cancelled and one at \(k^2=-M^2\) has appeared. The photon has mass \(M\): the screening length of the plasma is its reduced Compton wavelength \(1/M\). If \(\zeta\to0\), then \(M\to0\) and the massless photon returns.

## (f) Insert a Wilson loop

**Question.** Express \(W=\langle e^{i\oint A}\rangle\) in terms of \(\chi\).

**Solution.** Choose a surface bounded by the loop, and let \(S_\mu=1\) on the dual links that cross it and zero elsewhere. The sum of link angles around the loop equals the sum of \(\theta_p\) over the surface, and \(e^{-2\pi in_p}=1\), so \(W=\langle e^{i\sum S\cdot B}\rangle\). Lattice units return for this step, with \(K=1/(4\pi^2\beta)\).

The monopole part of the exponent is
\[
-\sum S\cdot\nabla\varphi=\sum\varphi\,\nabla\!\cdot S=\sum m\,\eta,\qquad \eta=2\pi G\,\nabla\!\cdot S .
\]
In the continuum \(\eta\) is, up to sign, half the solid angle of the loop seen from the monopole, and it jumps by \(2\pi\) across the surface. Each charge now carries \(e^{im(\chi_0+\eta)}\), where \(\chi_0\) is the Gaussian field of (c). With the new variable \(\chi=-(\chi_0+\eta)\), the gradient term becomes \(\frac K2\sum(\nabla\chi+\nabla\eta)^2\), and the cosine keeps its form because it is even.

The photon part gives \(\exp[-\frac1{2\beta}\sum(S^T)^2]\), where \(S^T\) is the transverse part of \(S\). Define \(T=2\pi S+\nabla\eta\). Since \(-\Delta\eta=2\pi\nabla\!\cdot S\), \(T\) has no divergence, and \(T=2\pi S^T\). Then \(\nabla\chi-2\pi S=\nabla(\chi+\eta)-T\), the cross term vanishes on summation by parts, and
\[
\frac K2\sum(\nabla\chi-2\pi S)^2=\frac K2\sum(\nabla\chi+\nabla\eta)^2+\frac{4\pi^2K}{2}\sum(S^T)^2 .
\]
The last coefficient is \(1/(2\beta)\), exactly the photon factor. One term thus holds both effects. Away from the loop, \(\eta\) is smooth apart from its invisible \(2\pi\) jump, so the averaging of (c) still applies; corrections near the loop scale with its perimeter. In the continuum, to leading order,
\[
-\ln W=\min_\chi K\!\int\! d^3x\Big[\tfrac12(\partial\chi-2\pi S)^2+M^2(1-\cos\chi)\Big],
\]
where \(S\) is now a unit-normal delta function on the surface, and the vacuum action has been subtracted.

## (g) Derive the area law

**Question.** Find the action per unit area for a large flat loop, and compare it with a purely quadratic treatment.

**Solution.** Far from the edge \(\chi\) depends on the normal coordinate \(z\) alone. A finite action requires \(\chi\) to jump by \(2\pi\) at \(z=0\), cancelling the delta function. For \(z\neq0\), \(\chi''=M^2\sin\chi\). Multiplying by \(\chi'\) and integrating, with \(\chi\to0\) far away,
\[
\tfrac12\chi'^2=M^2(1-\cos\chi)=2M^2\sin^2(\chi/2).
\]
Take \(\chi\) odd, jumping from \(-\pi\) to \(\pi\). For \(z>0\) it decreases, so \(\chi'=-2M\sin(\chi/2)\). Then \(\frac{d}{dz}\ln\tan\frac\chi4=\frac{\chi'}{2\sin(\chi/2)}=-M\), and with \(\chi(0^+)=\pi\),
\[
\chi(z)=4\arctan e^{-Mz}\quad(z>0),\qquad \chi(-z)=-\chi(z).
\]

Adding \(2\pi\) for \(z<0\) leaves the cosine unchanged and gives a smooth field \(\tilde\chi\) that falls from \(2\pi\) to 0. Completing the square,
\[
\tfrac12\tilde\chi'^2+2M^2\sin^2\tfrac{\tilde\chi}2=\tfrac12\big(\tilde\chi'+2M\sin\tfrac{\tilde\chi}2\big)^2-2M\tilde\chi'\sin\tfrac{\tilde\chi}2 .
\]
The square vanishes on the solution. The last term is \(4M\frac{d}{dz}\cos\frac{\tilde\chi}2\), which integrates to \(4M[1-(-1)]=8M\). Hence \(W\sim e^{-\sigma\,{\rm Area}}\) with
\[
\sigma=8KM=\frac{2e^2M}{\pi^2}.
\]
The tension belongs to a domain wall of thickness about \(1/M\), across which the dual field winds once. Two static charges, whose world lines are the long edges of a strip, therefore feel a potential that is linear at large separation.

If \(1-\cos\chi\) is replaced by \(\chi^2/2\), then \(\chi=\pm\pi e^{-M|z|}\) and
\[
\sigma_{\rm quad}=2K\int_0^\infty\!dz\,\pi^2M^2e^{-2Mz}=\pi^2KM=\frac{e^2M}{4}.
\]
The flux correlator of (e) gives the same value at zero momentum along the surface: \(\frac{e^2}2\int\frac{dk}{2\pi}\frac{M^2}{k^2+M^2}=\frac{e^2M}4\). It is too large by the factor \(\pi^2/8\simeq1.234\). The excess has a definite sign because \(1-\cos\chi\le\chi^2/2\), and its size is not small because \(|\chi|\) reaches \(\pi\) at the sheet, whatever \(\beta\) is. The photon mass follows from small oscillations; the tension does not.

## (h) Follow the potential from short to long distance

**Question.** How does the potential \(V(R)\) between static unit charges a distance \(R\) apart change with \(MR\)?

**Solution.** For a strip of width \(R\) and long duration, measuring lengths in \(1/M\) gives \(V(R)=K\,E(MR)\) plus a constant from the cutoff, where \(E\) is the minimum of a two-dimensional integral.

For \(MR\ll1\) the cosine is negligible. The field \(\partial\chi-2\pi S\) is then that of two opposite vortices of circulation \(2\pi\), each of magnitude \(1/r\) near its centre. Up to a constant, each contributes \(\frac K2\int^R\frac{2\pi r\,dr}{r^2}=\pi K\ln R\), so
\[
V\simeq2\pi K\ln R=\frac{e^2}{2\pi}\ln R ,
\]
the two-dimensional Coulomb law. For \(MR\gg1\), (g) gives \(dE/d(MR)=8\).

Numerical minimization for \(MR\) between 0.05 and 0.1 gives a logarithmic coefficient within about 1 % of \(2\pi\): 6.31 in a box about \(0.8/M\) wide, rising to 6.34 in a box many screening lengths wide. On a grid of spacing \(0.1/M\) the mean slope of \(E\) is 9.14 for \(MR\) between 1 and 2, 8.17 between 2 and 4, 8.015 between 4 and 6, and within 0.03 % of 8 beyond that. Extrapolated to zero spacing the first value becomes 9.13 and the third 8.016, and the slopes beyond \(MR=6\) rise by about 0.001, to 8.002 and 8.000. Confinement is thus nearly linear once \(R\) exceeds about four screening lengths.

## (i) Find the limits of validity and evaluate a case

**Question.** Estimate the first correction to \(M\), and evaluate the results for \(\beta=4\).

**Solution.** The self-energy in \(\zeta\) used the massless \(G_0\). With screening, the slow fluctuations of \(\chi\) are themselves massive. The variance at the origin drops in proportion to
\[
\int\!\frac{d^3k}{(2\pi)^3}\Big[\frac1{k^2}-\frac1{k^2+M^2}\Big]=\frac{M^2}{2\pi^2}\int_0^\infty\!\frac{dk}{k^2+M^2}=\frac M{4\pi}.
\]
This multiplies \(\zeta\), and so \(M^2\), by \(\exp[2\pi^2\beta\,Ma/(4\pi)]=\exp[\pi M/(2e^2)]\). The number of monopoles per cubic screening length is \(N=\rho_0/M^3=K/M=e^2/(4\pi^2M)\), so the exponent equals \(1/(8\pi N)\). The leading-order results need \(\zeta\ll1\) and \(8\pi N\gg1\). It is an asymptotic argument, not a bound, and it omits fluctuations of the wall. Dynamical charges, absent here, could screen the static ones and end the linear rise.

For \(\beta=4\) the core action is \(2\pi^2\times4\times0.252731=19.955\), so \(\zeta=2.156\times10^{-9}\). Then
\[
Ma=\sqrt{8\pi^2\times4\times2.156\times10^{-9}}=8.25\times10^{-4},
\]
a screening length of about \(1210\,a\). Multiplying \(Ma\) by \(\beta\) gives \(M=3.30\times10^{-3}\,e^2\). The tension is
\[
\sigma a^2=\frac{2Ma}{\pi^2\beta}=\frac{2\times8.25\times10^{-4}}{39.48}=4.18\times10^{-5},
\]
or \(\sigma=6.69\times10^{-4}\,e^4\) after multiplication by \(\beta^2=16\). The quadratic estimate would be \(5.16\times10^{-5}\,a^{-2}\).

Although only about four sites in \(10^9\) hold a monopole, a cubic screening length contains 7.7 of them. The loop parameter \(\pi M/(2e^2)\) is 0.0052, and the corrected mass exceeds the leading one by 0.26 %. A neutral pair of one orientation on one link has weight \(w/\zeta=1.7\times10^{-3}\) relative to a single monopole. With three links per site and two orientations, nearest-neighbour pairs have density \(6w\), about \(1.0\times10^{-2}\) of the density of monopoles of one sign.

From \(\beta=3\) to \(\beta=5\), \(Ma\) falls from \(8.66\times10^{-3}\) to \(7.62\times10^{-5}\), since the activity is exponential in \(\beta\). The same exponential governs the limit \(a\to0\) at fixed \(e^2\). There \(\beta\to\infty\) and \(M/e^2=\beta Ma=\sqrt{8\pi^2\beta^3\zeta}\to0\), so both the mass and the tension vanish in units of \(e^2\). What remains is the logarithmic Coulomb potential of (h), which still grows without bound, but slowly. The linear rise at fixed \(e^2\) therefore needs a finite short-distance cutoff, here the lattice, that keeps the monopole action finite. The complete values are in the numerical output.

## Values computed for the example and the checks

```
CHECKS (dimensionless)
one cube, beta: 0.3
one cube, Wilson loop from links: 0.18909911
one cube, Wilson loop from monopoles: 0.18909911
one cube, flux variance from links: 3.332325
one cube, flux variance from monopoles: 3.332325
two cubes, Z direct / Z gas: 1.0000000000
two cubes, Z direct / Z without interaction: 1.01413
two sites, particle sum: 10.56208421
two sites, field integral: 10.56208421
Debye relative error, activity 50: 1.26e-03
Debye relative error, activity 200: 3.15e-04
G0 from heat kernel: 0.252731
G0 from momentum sums: 0.252729
G0 - G1: 0.166667
tension/(K M), numerical, full cosine: 7.9997
tension/(K M), numerical, quadratic: 9.8665
short-distance log coefficient of E: 6.312
2 pi for comparison: 6.283
STRIP LOOP: mean slope of E(MR), dimensionless
MR from 1 to 2: 9.1362
MR from 2 to 4: 8.1721
MR from 4 to 6: 8.0150
MR from 6 to 8: 8.0006
MR from 8 to 10: 7.9991
WORKED EXAMPLE
beta = 1/(e^2 a): 4.0
core action 2 pi^2 beta G0: 19.9548
activity zeta per site: 2.1564e-09
monopole density, both signs: 4.3127e-09 a^-3
dipole weight / zeta: 1.722e-03
stiffness K: 0.006333 a^-1
photon mass M: 8.2525e-04 a^-1
photon mass M: 3.3010e-03 e^2
screening length 1/M: 1211.8 a
monopoles per cubic screening length: 7.67
loop parameter pi M/(2 e^2): 0.00519
tadpole-corrected M / leading M: 1.00260
string tension sigma: 4.1808e-05 a^-2
string tension sigma: 6.6892e-04 e^4
quadratic estimate e^2 M/4: 5.1578e-05 a^-2
quadratic estimate / sigma: 1.2337
SCAN: beta, M in a^-1, sigma in a^-2, pi M/(2 e^2)
3.0  8.6577e-03  5.8480e-04  0.04080
4.0  8.2525e-04  4.1808e-05  0.00519
5.0  7.6165e-05  3.0869e-06  0.00060
```
